# Intervalley phonons in silicon: g and f wavevectors and scattering rates

## Problem

The conduction band of silicon has six equivalent minima, at distance $\kappa=0.85$ of the way from $\Gamma$ to the X points. An electron can pass from one valley to another by absorbing or emitting a phonon. The transition is called **g** if it ends in the valley on the opposite side of $\Gamma$, and **f** if it ends in a valley on a perpendicular axis.

1. Find the phonon wavevectors that connect the minima in the two processes, reduced to the first Brillouin zone, and show that both processes are umklapp.
2. Count the final valleys of each process.
3. Derive the scattering rate of an electron of energy $E$ above its valley bottom, for a constant intervalley coupling.
4. Evaluate both rates at $E=0.003$ hartree with the parameters below.

Wavevectors are given in units of $2\pi/a$, where $a$ is the cubic lattice constant, unless a unit is written. Elsewhere Hartree atomic units are used, so $\hbar=1$ and the electron mass is 1.

Silicon enters through its lattice type and valley position. The other inputs are round model parameters, so the rates illustrate the formula and are not predictions for silicon:

- lattice constant $a=10$ bohr, so $2\pi/a=0.6283$ bohr$^{-1}$;
- longitudinal and transverse masses $m_l=0.9$, $m_t=0.2$;
- mass density $\rho=400$ electron masses per cubic bohr;
- coupling $D=0.1$ hartree/bohr for both processes;
- phonon energies $\omega_g=0.0025$ and $\omega_f=0.0020$ hartree;
- thermal energy $T=0.001$ hartree, with Boltzmann's constant absorbed in $T$.

## Hints

**Hint 1.** A phonon wavevector has meaning only up to a reciprocal lattice vector. Subtract the two valley positions, then ask whether the difference lies inside the first zone of the fcc lattice.

**Hint 2.** The first zone is a cube with its corners cut off so deeply that neighbouring cuts meet and remove the cube's edges as well (a truncated octahedron). The g difference violates a cube-face condition, the f difference a cut-corner condition.

**Hint 3.** In the golden rule, the volume in the squared phonon amplitude cancels the volume in the number of final states.

**Hint 4.** An ellipsoidal valley becomes spherical if each wavevector component is divided by the square root of its mass.

## Solution

### The reciprocal lattice and the first zone

The fcc lattice has primitive vectors $\frac a2(0,1,1)$, $\frac a2(1,0,1)$, $\frac a2(1,1,0)$. The corresponding reciprocal vectors are $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$. A general reciprocal lattice vector, with integers $n_1,n_2,n_3$, is

$$\mathbf G=(-n_1+n_2+n_3,\;n_1-n_2+n_3,\;n_1+n_2-n_3).$$

Each component has the parity of $n_1+n_2+n_3$, so the components are all even or all odd. Conversely, $G_y+G_z=2n_1$, and similarly for the other pairs. Any three integers of equal parity therefore give integer $n_i$, and all such triples occur.

A point $\mathbf q$ is in the first zone if it is no farther from the origin than from any $\mathbf G$. Expanding $|\mathbf q|^2\le|\mathbf q-\mathbf G|^2$ gives $\mathbf q\cdot\mathbf G\le G^2/2$. The vectors $(\pm2,0,0)$ and their permutations, and then $(\pm1,\pm1,\pm1)$, give

$$|q_i|\le1,\qquad |q_x|+|q_y|+|q_z|\le\tfrac32 .$$

The remaining $\mathbf G$ add nothing. If the components are even, each is zero or has $|G_i|\ge2$, so $\sum|q_i||G_i|\le\sum|G_i|\le\sum G_i^2/2$. If they are odd,

$$\sum_i|q_i||G_i|\le\tfrac32+\sum_i(|G_i|-1)\le\tfrac12\sum_iG_i^2,$$

where the last step holds because the right side minus the middle is $\frac12\sum(|G_i|-1)^2\ge0$.

### What umklapp means here

Let an electron go from $\mathbf k$ to $\mathbf k'$ while absorbing a phonon $\mathbf q$. Shifting the crystal by a lattice vector $\mathbf R$ multiplies the matrix element by $e^{i(\mathbf k+\mathbf q-\mathbf k')\cdot\mathbf R}$. Since the crystal is unchanged by the shift, the matrix element can be nonzero only if this factor is 1 for every $\mathbf R$, that is, if

$$\boldsymbol\Delta\equiv\mathbf k'-\mathbf k=\mathbf q+\mathbf G .$$

With $\mathbf k$, $\mathbf k'$ and $\mathbf q$ all in the first zone, the process is normal if $\mathbf G=0$ is possible and umklapp if it is not. Since $\mathbf G=0$ means $\mathbf q=\boldsymbol\Delta$, a process is umklapp precisely when $\boldsymbol\Delta$ lies outside the first zone. The name depends on this choice of cell; the phonon involved does not.

For emission the phonon carries $-\mathbf q$ instead. It has the same length and, by time-reversal symmetry, the same frequency.

### The g phonon

From $(\kappa,0,0)$ to $(-\kappa,0,0)$ the difference is

$$\boldsymbol\Delta_g=(-2\kappa,0,0)=(-1.7,0,0).$$

Its first component exceeds 1 in magnitude, so the process is umklapp. Subtracting $\mathbf G=(-2,0,0)$ gives

$$\mathbf q_g=(2-2\kappa,0,0)=(0.3,0,0),\qquad |\mathbf q_g|=2(1-\kappa)=0.30,$$

which lies inside the zone. In the model lattice this is $0.1885$ bohr$^{-1}$. The absorbed phonon points along $+x$ although the electron's wavevector changes along $-x$; the reciprocal lattice vector supplies the difference. The transition across most of the zone thus uses a phonon less than a third of the way from $\Gamma$ to X.

### The f phonon

From $(\kappa,0,0)$ to $(0,\kappa,0)$ the difference is

$$\boldsymbol\Delta_f=(-\kappa,\kappa,0)=(-0.85,0.85,0).$$

Each component is below 1 in magnitude, so the cube-face condition is met. The sum of magnitudes is $2\kappa=1.7>\frac32$, however, so the point lies beyond two of the corner-cutting planes, those of $(-1,1,1)$ and $(-1,1,-1)$, and is outside the zone, and this process too is umklapp. Subtracting $\mathbf G=(-1,1,\pm1)$ gives

$$\mathbf q_f=(1-\kappa,\,-(1-\kappa),\,\mp1)=(0.15,-0.15,\mp1).$$

The sum of magnitudes is now $1.3<\frac32$ and the largest component is 1, so both points lie on square faces of the zone. They differ by the reciprocal vector $(0,0,2)$ and describe the same phonon. The length is

$$|\mathbf q_f|=\sqrt{1+2(1-\kappa)^2}=\sqrt{1.045}=1.022,$$

or $0.6423$ bohr$^{-1}$ in the model lattice. It is shorter than the unreduced difference, whose length is $\sqrt2\,\kappa=1.202$.

On the face $q_z=1$, the centre is $X=(0,0,1)$. The midpoint of the edge in the direction of $\mathbf q_f$ is $U=(\frac14,-\frac14,1)$, where the sum of magnitudes reaches $\frac32$. The f phonon is therefore $0.15/0.25=0.60$ of the way from X to U. Its direction makes an angle $\arctan(0.15\sqrt2)=12.0^\circ$ with the cubic axis.

The same inequalities show how the classification depends on the valley position. The g process between minima is umklapp for $\kappa>\frac12$, the f process for $\kappa>\frac34$. Silicon's valleys satisfy both conditions, the second by a smaller margin.

### The number of final valleys

An electron in the $+x$ valley has five other valleys available. One, at $-x$, is reached by g. Four, at $\pm y$ and $\pm z$, are reached by f. The four f differences, $(-\kappa,\pm\kappa,0)$ and $(-\kappa,0,\pm\kappa)$, turn into one another under quarter turns about the $x$ axis. These belong to the cubic point group (in the diamond structure the turn is accompanied by a fractional translation, which affects only phases), so the four phonons have equal frequencies and equal coupling strengths. Hence

$$Z_g=1,\qquad Z_f=4 .$$

### The phonon amplitude

Consider one phonon branch for each process. Write the displacement due to a mode in a crystal of volume $V$ as

$$u(\mathbf r)=A\left(b\,e^{i\mathbf q\cdot\mathbf r}+b^\dagger e^{-i\mathbf q\cdot\mathbf r}\right),$$

where $b$ removes one phonon. To fix $A$, replace $b$ by a classical amplitude $\beta e^{-i\omega t}$. The displacement becomes a wave of height $2A|\beta|$ and velocity amplitude $2A|\beta|\omega$. Its mean kinetic energy is

$$\tfrac12\rho V\cdot\tfrac12(2A|\beta|\omega)^2=\rho V\omega^2A^2|\beta|^2 .$$

The potential energy of a harmonic motion has the same mean, so the total is $2\rho V\omega^2A^2|\beta|^2$. It must equal $\omega|\beta|^2$, the energy of $|\beta|^2$ quanta. Therefore

$$A^2=\frac1{2\rho V\omega}.$$

The coupling $D$ is the intervalley matrix element per unit amplitude $A$. It includes the overlap of the Bloch functions and the motion pattern of the two atoms in the cell. It is assumed constant over the final valley, as is $\omega$. If symmetry makes this constant vanish for some branch, a wavevector-dependent coupling is needed and the result below does not apply.

With $n$ phonons present, the squared matrix elements of $b$ and $b^\dagger$ are $n$ and $n+1$. Both are linear in $n$, so the thermal average replaces $n$ by the Bose occupation $N=1/(e^{\omega/T}-1)$:

$$|M_{\rm abs}|^2=\frac{D^2N}{2\rho V\omega},\qquad |M_{\rm em}|^2=\frac{D^2(N+1)}{2\rho V\omega}.$$

The extra 1 in emission is the spontaneous part, which survives at zero temperature.

### The density of final states

Near its minimum a valley is taken as parabolic. With $\mathbf k$ now measured from the minimum in bohr$^{-1}$,

$$E_k=\frac{k_l^2}{2m_l}+\frac{k_{t1}^2+k_{t2}^2}{2m_t}.$$

The coupling is assumed to conserve spin, so states of one spin are counted. Per valley and unit volume their density is

$$g(E)=\int\frac{d^3k}{(2\pi)^3}\,\delta(E-E_k).$$

Set $k_i=\sqrt{m_i}\,s_i$. Then $E_k=s^2/2$ and $d^3k=\sqrt{m_lm_t^2}\,d^3s$. Define $m_d$ by $m_d^3=m_lm_t^2$, so the Jacobian is $m_d^{3/2}$. In spherical coordinates $s^2ds=s\,d(s^2/2)$, and the delta function sets $s=\sqrt{2E}$:

$$g(E)=\frac{m_d^{3/2}}{8\pi^3}\,4\pi\sqrt{2E}=\frac{m_d^{3/2}\sqrt E}{\sqrt2\,\pi^2}.$$

The orientation of the ellipsoid has dropped out, so the same $g(E)$ serves every valley.

### The rate

The golden rule applies to leading order in the coupling. For empty final states, the absorption rate is $2\pi|M_{\rm abs}|^2$ times the number of final states per unit energy, $ZVg(E+\omega)$:

$$W_{\rm abs}=2\pi\,\frac{D^2N}{2\rho V\omega}\,ZV\,\frac{m_d^{3/2}\sqrt{E+\omega}}{\sqrt2\,\pi^2}
=\frac{ZD^2m_d^{3/2}}{\sqrt2\,\pi\rho\omega}\,N\sqrt{E+\omega}.$$

Emission replaces $N$ by $N+1$ and the final energy by $E-\omega$, which must be positive. Collecting both terms,

$$W=C\left[N\sqrt{E+\omega}+(N+1)\sqrt{E-\omega}\;\theta(E-\omega)\right],\qquad C=\frac{ZD^2m_d^{3/2}}{\sqrt2\,\pi\rho\omega},$$

where $\theta$ is 1 for positive argument and 0 otherwise.

For $T\ll\omega$ the occupation $N$ tends to zero, and an electron with $E<\omega$ is then hardly scattered between valleys. For $T\gg\omega$, $N\approx T/\omega$, and at fixed $E$ the rate grows in proportion to temperature. Averaged over a thermal distribution, where $E\sim T$, the square roots add a factor $\sqrt T$ and the mean rate grows as $T^{3/2}$, as long as the parabolic form holds. Emission sets in at $E=\omega$ as a square root, reflecting the density of states at the bottom of the final valley.

The formula fails when final states are appreciably occupied, when the band departs from a parabola, or when the coupling is too strong for the golden rule. The numerical check compares it with a direct sum over final states in the anisotropic valleys, using phonon matrix elements from a diagonalized oscillator whose mass is set to $\rho V$, so that the normalization of $A$ is an input to the comparison. Taking the absorption and emission terms separately, for both processes at $E=0.001$ and $0.003$ hartree, the largest deviation is $1.2\times10^{-4}$ of the formula's value. That comparison tests the derivation within the model, not the model's assumptions.

### Numbers at $E=0.003$ hartree

The occupations are $N_g=0.0894$ and $N_f=0.1565$. With $m_d^{3/2}=\sqrt{0.9}\times0.2$, the prefactors in atomic units are

$$C_g=\frac{1\times0.1^2\times\sqrt{0.9}\times0.2}{\sqrt2\,\pi\times400\times0.0025}=4.271\times10^{-4},$$

$$C_f=\frac{4\times0.1^2\times\sqrt{0.9}\times0.2}{\sqrt2\,\pi\times400\times0.0020}=2.135\times10^{-3}.$$

For g, the final energies are $0.0055$ hartree after absorption and $0.0005$ hartree after emission:

$$W_{g,\rm abs}=4.271\times10^{-4}\times0.0894\times\sqrt{0.0055}=2.83\times10^{-6},$$

$$W_{g,\rm em}=4.271\times10^{-4}\times1.0894\times\sqrt{0.0005}=1.040\times10^{-5}.$$

For f, they are $0.005$ and $0.001$ hartree:

$$W_{f,\rm abs}=2.135\times10^{-3}\times0.1565\times\sqrt{0.005}=2.36\times10^{-5},$$

$$W_{f,\rm em}=2.135\times10^{-3}\times1.1565\times\sqrt{0.001}=7.81\times10^{-5}.$$

The totals are

$$W_g=1.32\times10^{-5}\ \text{a.u.}=5.5\times10^{11}\ \text{s}^{-1},$$

$$W_f=1.02\times10^{-4}\ \text{a.u.}=4.2\times10^{12}\ \text{s}^{-1}.$$

Their ratio is 7.69, not 4. The multiplicity contributes the factor 4, and the remaining 1.92 is the ratio per final valley. Since $D$ is the same for both processes, this second factor comes from the phonon energies. For the larger part of the rate, emission, it can be split as

$$\frac{\omega_g}{\omega_f}\,\frac{N_f+1}{N_g+1}\,\sqrt{\frac{E-\omega_f}{E-\omega_g}}
=1.25\times1.06\times1.41=1.88 .$$

The softer f phonon has a larger amplitude and leaves the electron higher in the final valley, where there are more states. If $\omega$ and $D$ were equal for the two processes, everything except $Z$ would cancel and the ratio would be 4 at every energy.

## Variation 1: is every f transition umklapp?

**Question.** The classification above was made for the valley minima. Does it hold for all transitions at $E=0.003$ hartree?

**Solution.** It does not. Take an electron on the $x$ axis, displaced from its minimum towards $\Gamma$. Its energy is $E=k_l^2/(2m_l)$, so its displacement in units of $2\pi/a$ is

$$\delta(E)=\frac{\sqrt{2m_lE}}{2\pi/a}=\frac{\sqrt{2\times0.9\times0.003}}{0.6283}=0.117,$$

and it sits at $0.85-0.117=0.733$. After absorbing an f phonon it has energy $0.005$ hartree. The corresponding inner state on the $y$ axis is at $0.699$. The difference $(-0.733,0.699,0)$ has sum of magnitudes $1.432<\frac32$ and both components below 1. It lies inside the zone, so this transition is normal.

For the g process, the inner final state has energy $0.0055$ hartree and lies at $-0.692$. The difference has magnitude $1.425>1$, so this transition is still umklapp.

In general, on-axis inner states give a normal f transition when their two displacements add to more than $2\kappa-\frac32=0.2$. For g the sum would have to exceed $2\kappa-1=0.7$. The rate formula needs no correction for the change of name, because $D$ and $\omega$ were taken constant over the valley.

The same estimate exposes a limit of the model. After g absorption the displacement is $0.85-0.692=0.158$. On the outer side it leads to $0.85+0.158=1.008$, just beyond X. There the parabola meets the periodic image of the opposite valley, centred at $2-0.85=1.15$, and a final state beyond X, folded back into the zone, lies on the $+x$ side, which makes such a transition normal by the definition above. In silicon the two lowest conduction bands are degenerate at X. On the axis each parabola continues into the upper band, but off the axis the two bands repel and the lower one falls well below the parabola, so separate parabolic valleys are no longer a sound description. After f absorption the displacement is $0.85-0.699=0.151$, and the outer point $0.85+0.151=1.001$ also just passes X. Both absorption rates at this energy thus reach the region near X. In real silicon the parabolic density of states is too low there by tens of per cent, and it begins to fall short at somewhat lower energies already.

## Variation 2: an electron below both emission thresholds

**Question.** Find the rates at $E=0.001$ hartree, and explain their ratio.

**Solution.** This energy is below both $\omega_g$ and $\omega_f$, so emission is forbidden and only the absorption terms remain:

$$W_g=4.271\times10^{-4}\times0.0894\times\sqrt{0.0035}=2.26\times10^{-6}\ \text{a.u.}=9.3\times10^{10}\ \text{s}^{-1},$$

$$W_f=2.135\times10^{-3}\times0.1565\times\sqrt{0.003}=1.83\times10^{-5}\ \text{a.u.}=7.6\times10^{11}\ \text{s}^{-1}.$$

The ratio is 8.10, or 2.03 per final valley. For equal $D$, the formula gives the latter as

$$\frac{\omega_g}{\omega_f}\,\frac{N_f}{N_g}\,\sqrt{\frac{E+\omega_f}{E+\omega_g}}
=1.25\times1.75\times0.926=2.03 .$$

The largest factor is the occupation: at this temperature there are 1.75 times as many f phonons per mode as g phonons. The square root works the other way, because absorbing the stiffer g phonon lifts the electron to a higher density of states.

Compared with $E=0.003$ hartree, the g rate is lower by a factor of about 5.9 and the f rate by about 5.6. Most of that difference is the missing emission, which supplies more than three quarters of each rate at the higher energy.

## Values computed for the example and the checks

```
valley position kappa = 0.85 (2 pi/a)
model lattice constant a = 10.0 bohr; 2 pi/a = 0.6283 1/bohr
g: difference = [-1.7  0.   0. ] (2 pi/a), length 1.7000
g: G = [-2  0  0], q = [0.3 0.  0. ] (2 pi/a)
g: |q| = 0.3000 (2 pi/a) = 0.1885 1/bohr
g: umklapp True; final valleys 1
f: difference = [-0.85  0.85  0.  ] (2 pi/a), length 1.2021
f: G = [-1  1 -1], q = [ 0.15 -0.15  1.  ] (2 pi/a)
f: G = [-1  1  1], q = [ 0.15 -0.15 -1.  ] (2 pi/a)
f: |q| = 1.0223 (2 pi/a) = 0.6423 1/bohr
f: umklapp True; final valleys 4
f: angle of q to nearest cubic axis = 11.98 degrees
f: fraction of the way from X to U = 0.60
g: inner states at 0.7330 and 0.6916 (2 pi/a), sum 1.4247
f: inner states at 0.7330 and 0.6990 (2 pi/a), sum 1.4321
inner g transition: umklapp True
inner f transition: umklapp False
masses ml = 0.9, mt = 0.2, md = 0.3302 electron masses
density = 400 electron masses/bohr^3; D = 0.1 hartree/bohr
thermal energy = 0.0010 hartree
g: phonon energy = 0.0025 hartree, N = 0.08943
g: prefactor including Z = 4.2706e-04 a.u.
f: phonon energy = 0.0020 hartree, N = 0.15652
f: prefactor including Z = 2.1353e-03 a.u.
E = 0.001 hartree, g: absorption 2.2593e-06, emission 0.0000e+00 a.u.
E = 0.001 hartree, g: total 2.2593e-06 a.u. = 9.340e+10 1/s
E = 0.001 hartree, f: absorption 1.8305e-05, emission 0.0000e+00 a.u.
E = 0.001 hartree, f: total 1.8305e-05 a.u. = 7.568e+11 1/s
E = 0.001 hartree: W_f/W_g = 8.102; per final valley 2.026
E = 0.003 hartree, g: absorption 2.8322e-06, emission 1.0403e-05 a.u.
E = 0.003 hartree, g: total 1.3235e-05 a.u. = 5.472e+11 1/s
E = 0.003 hartree, f: absorption 2.3632e-05, emission 7.8092e-05 a.u.
E = 0.003 hartree, f: total 1.0172e-04 a.u. = 4.205e+12 1/s
E = 0.003 hartree: W_f/W_g = 7.686; per final valley 1.921
largest relative deviation, direct sum vs formula = 1.2e-04
```
